# ROHF orbital energies are not unique, and MP2 depends on them

**Three orbitals**

Put three electrons in three real orthonormal orbitals: a doubly occupied orbital $c$, an orbital $o$ holding one electron of spin $\alpha$, and an empty orbital $v$. Suppose the orbitals are already optimal. What is the energy of the orbital $o$?

An $\alpha$ electron in $o$ feels the Fock operator $F^\alpha$. A $\beta$ electron placed in $o$ would feel $F^\beta$. Both contain the kinetic energy, the nuclear attraction and the Coulomb repulsion from all three electrons. They differ in exchange, which acts between equal spins: $F^\alpha$ contains exchange with the electron in $o$, and $F^\beta$ does not. Hence

$$F^\beta_{oo}-F^\alpha_{oo}=(oo|oo),$$

the repulsion between two electrons in the same orbital. The lower value belongs to the electron that is there, the higher one to a second electron that would join it.

Now excite $c_\alpha c_\beta\to v_\alpha o_\beta$. With one energy $\varepsilon$ per orbital, second-order perturbation theory assigns this excitation the energy

$$-\frac{(cv|co)^2}{\varepsilon_v+\varepsilon_o-2\varepsilon_c}.$$

If $F^\alpha_{oo}$ is replaced by $F^\beta_{oo}$ as the value of $\varepsilon_o$, the denominator grows by $(oo|oo)$. The orbitals, the determinant and its energy have not changed.

**The belief and its appeal**

The belief is this: a converged restricted open-shell Hartree–Fock (ROHF) calculation yields orbitals and orbital energies, and MP2 follows by putting those energies into the usual denominators.

For a closed shell this is sound. There $F^\alpha=F^\beta=F$, and the eigenvalues of $F$ are well defined. ROHF also ends with the diagonalization of a Fock-like matrix, and two calculations that use different matrices of this kind can agree on the total energy to every digit. It is natural to infer that their eigenvalues are equally well determined. They are not, because the energy does not fix the whole matrix.

**What the energy fixes**

Consider a high-spin determinant with closed orbitals $c$, open orbitals $o$ (all of spin $\alpha$) and virtual orbitals $v$, spanning the spaces C, O and V. Let $P^\sigma$ be the density matrix of spin $\sigma$, and $P=P^\alpha+P^\beta$. With

$$J[D]_{pq}=\sum_{rs}(pq|rs)D_{rs},\qquad K[D]_{pq}=\sum_{rs}(pr|qs)D_{rs},$$

the Fock matrices are $F^\sigma=h+J[P]-K[P^\sigma]$, and the electronic energy is

$$E=\mathrm{Tr}\,Ph+\tfrac12\mathrm{Tr}\,PJ[P]-\tfrac12\sum_\sigma\mathrm{Tr}\,P^\sigma K[P^\sigma].$$

Change $P^\sigma$ by $\delta^\sigma$, with $\delta=\delta^\alpha+\delta^\beta$. The two-electron terms are symmetric quadratic forms, so their two cross terms are equal and cancel the factor $\tfrac12$:

$$\Delta E=\sum_\sigma\mathrm{Tr}\,\delta^\sigma F^\sigma+\tfrac12\mathrm{Tr}\,\delta J[\delta]-\tfrac12\sum_\sigma\mathrm{Tr}\,\delta^\sigma K[\delta^\sigma].\tag{1}$$

Now rotate two orbitals by a small angle $\theta$: $\phi_p\to\phi_p+\theta\phi_q$ and $\phi_q\to\phi_q-\theta\phi_p$. If both are occupied for spin $\sigma$, the first-order changes of their densities cancel. If $p$ is occupied and $q$ empty, then $\delta^\sigma=\theta(\phi_p\phi_q^T+\phi_q\phi_p^T)$, and the first term of (1) gives $2\theta F^\sigma_{pq}$. Therefore:

- For $c$ with $o$, only the $\beta$ density changes, and $dE/d\theta=2F^\beta_{co}$.
- For $o$ with $v$, only the $\alpha$ density changes, and $dE/d\theta=2F^\alpha_{ov}$.
- For $c$ with $v$, both change, and $dE/d\theta=2(F^\alpha+F^\beta)_{cv}$.
- Within C, O or V, the derivative is zero.

At the ROHF solution the first three derivatives vanish. Nothing is demanded of the blocks inside C, O and V.

An effective Fock matrix $R$ collects these conditions as its coupling blocks, $R_{co}=F^\beta_{co}$, $R_{ov}=F^\alpha_{ov}$ and $R_{cv}=\tfrac12(F^\alpha+F^\beta)_{cv}$. Its diagonal blocks are free:

$$R_{XX}=A_XF^\alpha_{XX}+B_XF^\beta_{XX},\qquad X=\mathrm{C,O,V}.$$

At the solution the coupling blocks are zero, so $R$ is block diagonal for every choice of $A_X$ and $B_X$. Barring an accidental degeneracy between spaces, each eigenvector lies in one space. If the eigenvectors are assigned to their spaces, rather than filled by order of energy, they rebuild the same determinant. Their eigenvalues depend on the coefficients.

**Does a normalization help?**

One may require $A_X+B_X=1$, so that the closed-shell eigenvalues are recovered when $F^\alpha=F^\beta$. Let $P^O=P^\alpha-P^\beta$ be the density of the open shell. Since $F^\alpha=F^\beta-K[P^O]$,

$$R_{XX}=F^\beta_{XX}-A_X\,K[P^O]_{XX}.$$

The remaining ambiguity is proportional to the exchange with the open shell. It vanishes when there is no open shell, which is why closed-shell experience gives no warning.

Nor does physical meaning single out one energy for every purpose. Remove one electron from orbital $p$ of spin $\sigma$ with all orbitals frozen. In (1), $\delta^\sigma=-\phi_p\phi_p^T$, and the quadratic terms are $\tfrac12(pp|pp)-\tfrac12(pp|pp)=0$. The removal costs $-F^\sigma_{pp}$. By the same cancellation, adding an electron changes the energy by $+F^\sigma_{pp}$. The choice $F^\beta$ in C and $F^\alpha$ in O and V thus describes removal of a closed $\beta$ electron, removal of an open electron and attachment of an $\alpha$ electron. Attaching a $\beta$ electron to $o$ still requires $F^\beta_{oo}$, which that choice does not contain.

**What second-order theory asks for**

Let $i,j$ denote occupied and $a,b$ empty spin orbitals. The naive recipe is

$$E_{\text{naive}}=-\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j},\tag{2}$$

with eigenvalues of $R$ used for both spins. The factor $\tfrac14$ appears because the free sum counts each pair $ij$ and each pair $ab$ twice.

Multiply all the coefficients $A_X,B_X$ by $\lambda>0$. The eigenvectors are unchanged, every $\varepsilon$ is multiplied by $\lambda$, and (2) is divided by $\lambda$. Without a normalization, a negative naive energy can thus be given any other negative value. With the normalization, $\varepsilon_o$ can still be shifted freely through $A_O$, and denominators can be driven through zero.

To see what is missing, return to the definition. Write $H=H_0+W$, where $H_0$ is a one-electron operator with matrices $g^\alpha$ and $g^\beta$ that do not couple occupied to empty orbitals of the same spin. The determinant $|0\rangle$ is then an eigenfunction of $H_0$, with eigenvalue $E_0=\sum_i g_{ii}$. The first-order equation is

$$(H_0-E_0)|1\rangle=-(W-E_1)|0\rangle,\qquad E_1=\langle0|W|0\rangle.$$

Let $Q=1-|0\rangle\langle0|$. Because $QH_0|0\rangle=0$, we have $QW|0\rangle=QH|0\rangle$, and so

$$E_2=\langle0|W|1\rangle=-\langle0|HQ\,(H_0-E_0)^{-1}\,QH|0\rangle.\tag{3}$$

The sum $E_0+E_1=\langle0|H|0\rangle$ is the ROHF energy whatever $H_0$ is. The choice of $H_0$ first shows in $E_2$.

The Hamiltonian connects $|0\rangle$ to double excitations through $\langle ij||ab\rangle$ and to single excitations through $F^\sigma_{ia}$. In orbitals that diagonalize $g^\sigma$, with eigenvalues $\varepsilon^\sigma$, (3) becomes

$$E_2=-\sum_\sigma\sum_{ia}\frac{|F^\sigma_{ia}|^2}{\varepsilon^\sigma_a-\varepsilon^\sigma_i}-\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j},\tag{4}$$

where each $\varepsilon$ in the second sum carries the spin of its orbital. The single excitations do not drop out in general. ROHF makes the sum $F^\alpha_{cv}+F^\beta_{cv}$ vanish, while the difference $F^\beta_{cv}-F^\alpha_{cv}$ is $K[P^O]_{cv}$. Hence $F^\alpha_{cv}=-\tfrac12K[P^O]_{cv}$ and $F^\beta_{cv}=+\tfrac12K[P^O]_{cv}$.

**Two consistent repairs**

The first repair is to declare one set of coefficients and take $g^\alpha=g^\beta=R$, singles included. Given the three spaces, $R$ is then a definite operator. Rotating orbitals within a space changes its matrix but not the operator, and (3) gives the same number. This is a legitimate perturbation theory; its coefficients are a convention that must be stated.

The second repair needs no coefficients. For each spin, keep the occupied–occupied and empty–empty blocks of $F^\sigma$ as $g^\sigma$, and leave the occupied–empty block to the perturbation. Diagonalizing the two kept blocks gives the semicanonical orbitals. For $\alpha$ spin the occupied block spans C and O together; for $\beta$ spin the empty block spans O and V together. Orbitals of different spin may now differ in shape. The rotations mix occupied orbitals with occupied ones of the same spin, so the determinant changes at most by a sign.

It is not enough to insert the diagonal elements $F^\sigma_{pp}$ of some ROHF orbitals into (4). The discarded off-diagonal elements depend on which orbitals were chosen, so the coefficients return through the orbitals.

The claim that semicanonical orbitals are required is therefore too strong. What is required is a stated $H_0$ that does not depend on an unstated choice of orbitals.

**The nitrogen atom**

The quartet ground state of nitrogen has 1s and 2s closed and three 2p electrons of spin $\alpha$. In the 6-311G basis, which has 13 orbitals and no d functions, the nonrelativistic ROHF energy is $-54.394737$ hartree. All seven electrons are correlated. Four normalized sets of coefficients are compared, written as $(A,B)$ for C, O and V in turn:

- mean: $(\frac12,\frac12)$, $(\frac12,\frac12)$, $(\frac12,\frac12)$
- frozen-ion: $(0,1)$, $(1,0)$, $(1,0)$
- Roothaan-type: $(-\frac12,\frac32)$, $(\frac12,\frac12)$, $(\frac32,-\frac12)$
- mixed: $(\frac12,\frac12)$, $(1,0)$, $(0,1)$

Diagonalizing each $R$ and rebuilding the determinant returns the same ROHF energy. The orbital energies and the naive sum (2), in hartree, are:

| Set | 2s | 2p | lowest $v$ | naive MP2 |
|---|---|---|---|---|
| mean | −0.943 | −0.178 | 0.790 | −0.0522 |
| frozen-ion | −0.737 | −0.566 | 0.725 | −0.0518 |
| Roothaan-type | −0.530 | −0.178 | 0.658 | −0.0623 |
| mixed | −0.943 | −0.566 | 0.855 | −0.0469 |

The naive energies span $0.0154$ hartree, or $0.42$ eV. Full configuration interaction, the lowest eigenvalue of $H$ among all determinants of this basis, gives a correlation energy of $-0.0598$ hartree ($-1.63$ eV). The span is $0.0154/0.0598\approx26\%$ of it. The full result contains no $A_X$ or $B_X$, because $H$ contains none.

The 2p entries show the two energies of the opening case. The value $-0.566$ is $F^\alpha_{oo}$ and $-0.178$ is the mean, so $F^\beta_{oo}=2(-0.1777)+0.5662=0.211$ hartree. The two differ by about $0.78$ hartree. This is now $K[P^O]_{oo}$, which includes exchange with the other two open orbitals as well as $(oo|oo)$.

The excitation $2s_\beta\,2p_\alpha\to2p_\beta\,v_\alpha$ shows what a single 2p energy does. If the same 2p orbital is vacated and filled, $\varepsilon_{2p}$ cancels, and the naive denominator is $\varepsilon_v-\varepsilon_{2s}$. For the mean set it is $0.790+0.943=1.733$ hartree; for the Roothaan-type set it is $0.658+0.530=1.189$ hartree, rounded from unrounded energies. In each set this is the smallest denominator among all spin-allowed double excitations, coupled or not. In all four sets the lowest $v$ is of p type, and the coupling $(2s\,2p|2p\,v)$ then vanishes by parity. This particular excitation therefore contributes nothing to (2); the numbers only illustrate how the denominator changes with the coefficients. In this basis the excitation is coupled only when $v$ is of s type. The cancellation of $\varepsilon_{2p}$ holds for every $v$.

Semicanonical energies keep the two roles of 2p apart. The occupied $\alpha$ levels are 2s at $-1.149$ and 2p at $-0.566$ hartree, with the lowest empty $\alpha$ level at $0.725$. For $\beta$ spin, 2s lies at $-0.737$ and the lowest empty level, mostly 2p, at $0.154$. The corresponding denominator, again for the uncoupled p-type $v$, is

$$0.154+0.725+0.737+0.566=2.182\ \text{hartree}.$$

The cost of placing a $\beta$ electron in the open shell no longer cancels against the energy of the $\alpha$ electron that left.

The lowest empty $\beta$ level lies below $F^\beta_{oo}=0.211$ because $F^\beta_{ov}$ mixes O with V; it retains $93\%$ open-shell character. The analogous $\alpha$ mixing of C with O is absent in this atom, since s and p orbitals have different symmetry. In a molecule of low symmetry it will generally be present.

The semicanonical result is

$$E_2=-0.0021-0.0480=-0.0501\ \text{hartree}=-1.36\ \text{eV},$$

singles first, and it is the same from all four sets of orbitals. Using just the diagonal elements of $F^\alpha$ and $F^\beta$ leaves a spread of $0.0007$ hartree among the sets. That is much smaller than the naive spread, but it is still a dependence on an arbitrary choice.

**Agreement does not select the coefficients**

The Roothaan-type naive value, $-0.0623$ hartree, lies closer to full CI than the semicanonical value does. This does not vindicate it. Multiply the mean coefficients by $\lambda=0.0522/0.0598\approx0.87$, and the naive energy reproduces full CI in this basis while the ROHF determinant stays as it was. A number that can be tuned in this way is no evidence for the denominators.

The near agreement of the mean and frozen-ion sets is not dependable either. In the larger cc-pVTZ basis they give $-0.1199$ and $-0.1235$ hartree. There the four naive energies span $0.0384$ hartree ($1.04$ eV), while the semicanonical energy is $-0.1093$ hartree ($-2.97$ eV).

**What invariance does not provide**

The semicanonical $H_0$ treats the two spins differently and so need not commute with $S^2$. Although the ROHF determinant is a pure quartet, the first-order function $|1\rangle$ need not be. Solving the first-order equation iteratively in the space of all determinants gives, in 6-311G,

$$\frac{\|(S^2-\frac{15}{4})|1\rangle\|}{\||1\rangle\|}=0.309.$$

With $M_S=\tfrac32$, the contaminating components have $S\ge\tfrac52$, for which $S^2-\tfrac{15}{4}$ is at least $\tfrac{35}{4}-\tfrac{15}{4}=5$. Their norm is therefore at most $0.309/5=0.062$ of the norm of $|1\rangle$. The spin-free choice $g^\alpha=g^\beta=R$ commutes with $S^2$ and keeps $|1\rangle$ a quartet, at the price of conventional coefficients.

Both repairs also inherit the limits of a single reference determinant. If a denominator in (4) becomes small while its coupling does not, second order is unreliable, however invariant the formula. An open-shell state that needs several determinants at zeroth order, such as an open-shell singlet, lies outside the construction used here.
